\section*{Why fine micromagnetic meshes force short explicit time steps}

\section{A wave that hardly changes and a step that shrinks}

A square magnetic film, 256 nm on a side, carries a spin wave of wavelength 64 nm. It is represented by one layer of cubic cells and advanced by the classical fourth-order Runge--Kutta method, RK4. The layer thickness equals the cell edge, but it does not affect the results as long as the dipolar field is left out. When the cell edge is reduced from 2 nm to 1 nm, the frequency of this wave changes from 9.534 GHz to 9.550 GHz, less than 0.2 percent. The largest stable time step nevertheless falls from 0.323 ps to 0.081 ps, a factor of four.

The wave of interest does not cause this. A finer mesh also admits shorter waves, and exchange makes them fast. An explicit Runge--Kutta method must keep every one of them stable, including those with negligible amplitude. The contributions to the limit can be separated: exchange, static field, dipolar field, damping and the integration method.

The magnetization is $M_s\mathbf m$, with $|\mathbf m|=1$. Fields $\mathbf B$ are in tesla, $\gamma>0$ is the gyromagnetic ratio, and $\omega=2\pi f$ is an angular frequency. The Landau--Lifshitz--Gilbert equation in explicit form is
\begin{equation}
\dot{\mathbf m}=-\frac{\gamma}{1+\alpha^2}
\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right],
\label{llg}
\end{equation}
where $\alpha$ is the damping parameter. The equilibrium is uniform, $\mathbf m=\hat{\mathbf z}$, along a static field $B_0\hat{\mathbf z}$. Stability here means that small disturbances of this state do not grow. The dipolar field is left out until Section 4.

\section{Exchange on a lattice}

\subsection{From energy to field}

The continuum exchange energy density is $A\sum_a|\partial_a\mathbf m|^2$, with $A$ the exchange stiffness. On a mesh of cell volume $V$, the derivative along direction $a$ becomes a difference divided by the edge $h_a$. A bond between neighbours $i$ and $j$ then costs
\begin{equation}
E_{ij}=\frac{AV}{h_a^2}|\mathbf m_i-\mathbf m_j|^2,
\qquad
\frac{\partial E_{ij}}{\partial\mathbf m_i}
=\frac{2AV}{h_a^2}(\mathbf m_i-\mathbf m_j).
\end{equation}
The magnetic moment of a cell is $M_sV\mathbf m_i$, so its field is $-(M_sV)^{-1}\partial E/\partial\mathbf m_i$. Adding the two bonds in each direction gives
\begin{equation}
\mathbf B_i^{\rm ex}=\frac{2A}{M_s}\sum_a
\frac{\mathbf m_{i+a}+\mathbf m_{i-a}-2\mathbf m_i}{h_a^2}.
\label{field}
\end{equation}

For a lattice wave proportional to $e^{i\mathbf k\cdot\mathbf r}$, the neighbours along $a$ contribute the factor
\begin{equation}
e^{ik_ah_a}+e^{-ik_ah_a}-2=2\cos(k_ah_a)-2=-4\sin^2(k_ah_a/2).
\end{equation}
The discrete Laplacian therefore multiplies the wave by $-\Lambda_{\mathbf k}$, where
\begin{equation}
\Lambda_{\mathbf k}=\sum_a\frac{4}{h_a^2}\sin^2\frac{k_ah_a}{2}.
\label{lambda}
\end{equation}

\subsection{From field to frequency}

Write $\mathbf m=(x,y,1)$ to first order; the change of $m_z$ is quadratic because $|\mathbf m|=1$. For one lattice mode the field is
\begin{equation}
\mathbf B=\left(-\frac{2A}{M_s}\Lambda_{\mathbf k}x,\,
-\frac{2A}{M_s}\Lambda_{\mathbf k}y,\,B_0\right).
\end{equation}
Define $W=B_0+(2A/M_s)\Lambda_{\mathbf k}$. The first-order cross products are
\begin{align}
\mathbf m\times\mathbf B&=(Wy,-Wx,0),\\
\mathbf m\times(\mathbf m\times\mathbf B)
&=\hat{\mathbf z}\times(Wy,-Wx,0)=(Wx,Wy,0).
\end{align}
Inserting them in Eq.~\eqref{llg} and setting $\psi=x+iy$ gives
\begin{align}
\dot\psi&=-\frac{\gamma W}{1+\alpha^2}
\left[y-ix+\alpha(x+iy)\right]\nonumber\\
&=\lambda\psi,\qquad
\lambda=\frac{(i-\alpha)\omega_{\mathbf k}}{1+\alpha^2},
\label{mode}
\end{align}
because $y-ix=-i\psi$. Here
\begin{equation}
\omega_{\mathbf k}=\gamma B_0+\frac{2\gamma A}{M_s}\Lambda_{\mathbf k}.
\label{dispersion}
\end{equation}
The imaginary part of $\lambda$ describes precession and its negative real part describes decay.

\subsection{The fastest mode}

Each $\sin^2$ in Eq.~\eqref{lambda} is at most one, and equals one at $k_a=\pi/h_a$, where neighbouring transverse components are opposite. A periodic mesh with an even number of cells in each refined direction contains this mode. For $d$ refined directions with equal edge $h$, $\Lambda_{\max}=4d/h^2$, and
\begin{equation}
\omega_{\max}=\gamma B_0+\frac{8d\gamma A}{M_sh^2}.
\label{top}
\end{equation}
The inverse-square law belongs to the second term. A single layer of cells has no exchange bonds across its thickness, so the film has $d=2$.

Free edges change the result slightly. For a chain of $N$ cells, the edge condition is that a fictitious outer cell equals the edge cell. The modes are $\cos[\pi n(j+1/2)/N]$, with $j,n=0,\ldots,N-1$. Taking $n=N-1$ gives $\Lambda_{\max}=(4/h^2)\cos^2[\pi/(2N)]$, which approaches the periodic value for a long chain.

\subsection{Why the long wave is unaffected}

For $kh\ll1$ along one axis, $\sin u=u-u^3/6+\cdots$ gives
\begin{equation}
\Lambda_k=k^2\left(1-\frac{k^2h^2}{12}+\cdots\right).
\end{equation}
The long-wave frequency thus converges as $h$ decreases, while the top of the spectrum rises without a limit within this mesh model. The top mode is a property of the mesh. At the same corner wavevector, the continuum expression would give $k^2=d\pi^2/h^2$ instead of $4d/h^2$. For the film at $h=2$ nm this would mean 3460 GHz instead of 1404 GHz. Neither number should be read as a crystal frequency: the mode varies from cell to cell, where the smooth description has failed.

\section{The static field}

The parameters are round model values: $A=10$ pJ/m, $M_s=800$ kA/m, $B_0=0.1$ T and $\alpha=0.01$. They give $2\gamma A/M_s=4.402\times10^{-6}$ m$^2$/s. At $h=2$ nm the exchange part of the top frequency is
\begin{equation}
\frac{1}{2\pi}\,
\frac{8(4.402\times10^{-6}\ \mathrm{m^2/s})}
{(2\times10^{-9}\ \mathrm m)^2}
\simeq1401\ \mathrm{GHz}.
\end{equation}
The static field adds 2.8 GHz, for a total of 1404 GHz.

The two parts are equal at the cell edge
\begin{equation}
h_c=\sqrt{\frac{8d\gamma A}{M_s\gamma B_0}}
=\sqrt{\frac{8dA}{M_sB_0}},
\end{equation}
which is 44.7 nm here. This marks a change in scaling, not a recommended cell size. If $\Delta t$ is inversely proportional to $\omega_{\max}$, then $\Delta t\propto h^2/(h^2+h_c^2)$, and its local exponent is
\begin{equation}
\frac{d\ln\Delta t}{d\ln h}
=2-\frac{2h^2}{h^2+h_c^2}
=\frac{2}{1+h^2/h_c^2}.
\end{equation}
For $h\ll h_c$ it approaches two. For $h\gg h_c$ it approaches zero, because the field then sets the top frequency. Between 8 and 4 nm the exponent calculated from the two step limits is 1.966; between 2 and 1 nm it is 1.998. The small deficit is the static-field contribution.

\section{The dipolar field}

For one Fourier component of magnetization in an unbounded medium, the magnetostatic conditions $\nabla\times\mathbf H=0$ and $\nabla\cdot(\mathbf H+\mathbf M)=0$ give $\mathbf H=-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf M)$. Its magnitude cannot exceed $|\mathbf M|$. Unlike exchange, it contains no factor $k^2$.

A local thin-film model shows the effect on frequency. Let the film normal be $x$, with equilibrium still along the in-plane $z$ axis, and add $-\mu_0M_sx$ to $B_x$. Without damping, and with $\omega_M=\gamma\mu_0M_s$, the mode equations become
\begin{equation}
\dot x=-\omega_{\mathbf k}y,\qquad
\dot y=(\omega_{\mathbf k}+\omega_M)x.
\end{equation}
Differentiating the first and inserting the second gives $\ddot x=-\Omega^2x$, where
\begin{equation}
\Omega^2=\omega_{\mathbf k}(\omega_{\mathbf k}+\omega_M)
=\left(\omega_{\mathbf k}+\frac{\omega_M}{2}\right)^2-\frac{\omega_M^2}{4}.
\end{equation}
The upward shift is therefore smaller than $\omega_M/2$, which corresponds to 14.09 GHz, and approaches that value when $\omega_{\mathbf k}\gg\omega_M$.

At $h=8$ nm, this field raises the top frequency from 90.4 to 103.5 GHz, about 15 percent. At 1 nm, it raises it from 5608 to 5622 GHz, about 0.25 percent. The absolute shift has saturated while exchange has continued to grow. The local model requires wavelengths much longer than the film thickness. The top mode, with wavelength $\sqrt2\,h$ on a layer of thickness $h$, does not meet this condition, so the shift found here indicates only the order of magnitude of the contribution. With the full dipolar field of one layer of cubic cells, $\Omega^2=(\omega_{\mathbf k}+N_x\omega_M)(\omega_{\mathbf k}+N_y\omega_M)$, where $N_x$ and $N_y$ are the cell-averaged demagnetizing factors of the mode and $N_x+N_y\le1$. For the top mode they are about 0.17 and 0.42, and the shift is about 8.2 GHz: 9 percent at 8 nm and 0.15 percent at 1 nm. The local value overestimates it. The long wave is affected much more strongly in relative terms: at $h=2$ nm the same local model raises the frequency of the 64 nm wave from 9.53 to about 19 GHz. The lower value belongs to the model without a dipolar field, not to a real film with this magnetization. The full dipolar field also makes this frequency depend on direction and thickness: 18.3 GHz for propagation along the magnetization and 20.7 GHz across it at $h=2$ nm, against 18.6 and 19.9 GHz at 1 nm, where the layer is half as thick. The change of less than 0.2 percent quoted at the start holds only without the dipolar field. The step limits and simulations below omit the dipolar field again.

\section{The integration method}

\subsection{Runge--Kutta without damping}

For $\dot\psi=\lambda\psi$, set $z=\lambda\Delta t$. The four RK4 slopes, divided by $\lambda\psi$, are
\begin{equation}
1,\quad 1+\frac z2,\quad 1+\frac z2+\frac{z^2}{4},\quad
1+z+\frac{z^2}{2}+\frac{z^3}{4}.
\end{equation}
Their weights are $1,2,2,1$, divided by six. One step multiplies the mode by
\begin{equation}
R(z)=1+z+\frac{z^2}{2}+\frac{z^3}{6}+\frac{z^4}{24}.
\end{equation}
Rescaling $\mathbf m$ to unit length after the step does not alter this linear result, since the length error is quadratic in the transverse amplitude.

Without damping, $z=is$ with $s=\omega_{\mathbf k}\Delta t$. Separating real and imaginary parts,
\begin{align}
|R|^2&=\left(1-\frac{s^2}{2}+\frac{s^4}{24}\right)^2
+\left(s-\frac{s^3}{6}\right)^2\nonumber\\
&=1-\frac{s^6}{72}+\frac{s^8}{576}
=1-\frac{s^6}{72}\left(1-\frac{s^2}{8}\right).
\label{rk}
\end{align}
The $s^2$ terms cancel as $-1+1$, and the $s^4$ terms as $1/4+1/12-1/3$. Stability requires $s\le2\sqrt2$. All slower modes satisfy this condition if the fastest does, so
\begin{equation}
\Delta t\le\frac{2\sqrt2}{\omega_{\max}}
=\frac{2\sqrt2}{\gamma B_0+8d\gamma A/(M_sh^2)}.
\end{equation}
When exchange dominates, the limit becomes $M_sh^2/(2\sqrt2\,d\gamma A)$.

\subsection{What weak damping adds}

To first order in $\alpha$, Eq.~\eqref{mode} gives $z=is-\alpha s$. The displacement $\delta z=-\alpha s$ changes $|R|^2$ by $2\,\mathrm{Re}(R^*R')\delta z$, where the prime denotes $d/dz$. At $s=2\sqrt2$,
\begin{equation}
R=-\frac13-\frac{is}{3},\qquad
R'=R-\frac{z^4}{24}=-3-\frac{is}{3}.
\end{equation}
Thus $\mathrm{Re}(R^*R')=1+s^2/9=17/9$, and damping contributes $-34\alpha s/9$. The undamped slope at the same point, from Eq.~\eqref{rk}, is
\begin{equation}
\frac{d|R|^2}{ds}=-\frac{s^5}{12}+\frac{s^7}{72}
=\frac{s^5}{36}=\frac{16s}{9}.
\end{equation}
The boundary moves until the two changes cancel: $(16s/9)\delta s=34\alpha s/9$. Hence
\begin{equation}
\Delta t_{\max}=\frac{C(\alpha)}{\omega_{\max}},\qquad
C(\alpha)=2\sqrt2+\frac{17}{8}\alpha+O(\alpha^2).
\end{equation}
Weak damping does not make a slower mode the limiting one. For general $s$, the same product is $\mathrm{Re}(R^*R')=1-s^4/24+s^6/144$. Its minimum, at $s^2=4$, is $7/9$, so the first-order effect of damping is to reduce $|R|$ for every mode.

At $\alpha=0.01$, a numerical root of $|R|=1$ gives $C=2.849$, against 2.828 without damping. Damping therefore lengthens the permitted step by 0.7 percent. For the film at 2 nm,
\begin{equation}
\Delta t_{\max}=\frac{2.849}{2\pi(1.404\times10^{12}\ \mathrm{s^{-1}})}
\simeq0.323\ \mathrm{ps}.
\end{equation}

\subsection{Euler and Heun steps}

For the Euler method, $R=1+z$. Using the full $\lambda$,
\begin{equation}
|R|^2=1+\frac{s^2-2\alpha s}{1+\alpha^2},
\end{equation}
so $\Delta t\le2\alpha/\omega_{\max}$. Without damping every precessing mode grows. At $h=2$ nm the limit is 0.00227 ps.

The Heun method has $R=1+z+z^2/2$. Without damping, $|R|^2=(1-s^2/2)^2+s^2=1+s^4/4$, so it too is unstable. Weak damping contributes $-2\alpha s(1+s^2/2)$, because $\mathrm{Re}(R^*R')=(1-s^2/2)+s^2$. The boundary satisfies
\begin{equation}
s^3=8\alpha(1+s^2/2),\qquad s\simeq2\alpha^{1/3}
\quad(\alpha\ll1).
\end{equation}
The leading form gives 0.0488 ps at 2 nm. Bisection on the largest eigenvalue of a linearized Heun step gives 0.0503 ps; the factor $1+s^2/2$ accounts for the 3 percent difference.

Per unit of simulated time, Heun needs about 6.4 times as many steps as RK4 at their stability limits. It evaluates the field twice per step instead of four times, so it needs about 3.2 times as many field evaluations. Changing from one of these methods to another thus changes the prefactor substantially. At fixed damping, it does not remove the $h^2$ law. No explicit Runge--Kutta method with a fixed number of stages can do so, because its $R$ is a polynomial in $z$ and exceeds one in magnitude once $|z|$ is large enough.

\section{Stability against accuracy}

At the RK4 limit for $h=2$ nm, the 64 nm wave receives about 325 steps per period. To see whether it needs them, Eq.~\eqref{llg} was integrated without linearization on a periodic $32\times32$ film. The initial transverse amplitude was 0.1, with random noise of standard deviation $10^{-8}$ added to each component. After 400 steps at 95 percent of the limit, the result was compared with a run to the same time using half the step. The largest difference in any component of $\mathbf m$ was $9\times10^{-10}$. Accuracy of the smooth wave does not demand such a short step.

The root-mean-square difference between neighbours along the wave began at 0.0196 and did not rise above this value at the printed precision. With a step 5 percent above the limit, it reached 0.620. Linear theory gives a growth factor of about 1.4 per step for the fastest mode, so a disturbance of $10^{-8}$ can reach order one in roughly 50 steps.

The growth stops at a finite amplitude, and Eq.~\eqref{field} suggests why. If neighbouring spins tilt by an angle $\theta$ in opposite transverse directions, the exchange part of their precession frequency is multiplied by $m_z=\cos\theta$. The frequency returns to the stable limit near $\cos\theta=1/1.05$, for which the neighbour difference is $2\sin\theta\simeq0.61$. This is close to the observed maximum, but identifying it as the saturation mechanism remains a conjecture. In any case, a bounded magnetization is no proof of a stable integration: the unit length only bounds the runaway, which remains as a large variation from cell to cell.

The implicit midpoint rule behaves differently. Its amplification factor is a ratio of polynomials:
\begin{equation}
R=\frac{1+z/2}{1-z/2},\qquad
\left|1+\frac z2\right|^2-\left|1-\frac z2\right|^2=2\,\mathrm{Re}\,z.
\end{equation}
Every decaying mode has $\mathrm{Re}\,z<0$ and hence $|R|<1$, whatever the step. The fast exchange modes are still present, but no longer impose a stability limit in the linear problem.

Accuracy remains a constraint. For weak damping the phase per step is $2\arctan(s/2)=s-s^3/12+\cdots$, a relative frequency error of $-s^2/12$. At 3.23 ps, ten times the RK4 limit, the 64 nm wave has an error of $-0.31$ percent. Each step also requires the solution of coupled equations, so the longer step saves time when this solution costs less than the explicit steps it replaces. Simple fixed-point iteration is not suitable for this purpose. Each pass multiplies the error of a mode by $z/2$, so it converges only for $|z|<2$ and brings the mesh limit back.

\section{The cost of refinement}

For the 2 nm film, the contributions to the top frequency have these sizes:
\begin{center}
\begin{tabular}{lr}
Contribution & Frequency (GHz)\\
Exchange & 1401\\
Dipolar shift (local model 14) & 8\\
Static field & 2.8
\end{tabular}
\end{center}
Exchange sets the scale; damping of 0.01 alters the RK4 limit by less than one percent.

At fixed simulated time and fixed sample length in each refined direction, the number of cells grows as $h^{-d}$ and the number of steps as $h^{-2}$ once exchange dominates. Counting one unit of work per cell and step,
\begin{equation}
\text{work}\propto h^{-d}h^{-2}=h^{-(d+2)}.
\end{equation}
This count leaves out any further cost of the long-range dipolar sum. For 1 ns of film dynamics with RK4, going from 2 to 1 nm gives
\begin{align}
16384\times3097&=5.07\times10^7\ \text{cell-steps},\\
65536\times12369&=8.11\times10^8\ \text{cell-steps}.
\end{align}
The ratio is 15.98, near the asymptotic $2^4=16$. Four comes from the extra cells and almost four from the shorter step.

If the thickness is refined as well, $d=3$ and halving $h$ multiplies the work by 32 asymptotically. On a mesh periodic in all three directions, the third direction also raises $\Lambda_{\max}$ by a factor of $3/2$. At 2 nm the RK4 limit then falls from 0.323 ps for the single layer to 0.215 ps. A film with free surfaces and few layers lies between these values: two layers give $\Lambda_{\max}=10/h^2$ and a limit of 0.258 ps.

These laws assume nearest-neighbour exchange, fixed damping and small disturbances of a uniform state. A different discrete Laplacian changes the numerical coefficient. A rapidly varying drive may require a step below the stability limit, in which case accuracy sets the cost. On a coarse mesh with $h$ comparable to $h_c$, the static field weakens the scaling. On a fine mesh the exchange term takes over, and an explicit Runge--Kutta method pays for the fastest wave the mesh can hold, even when that wave carries none of the physics being sought.
